# Mean Number of Equal-Mass Hard-Sphere Collisions to Slow an Ion: a program that tests the result

```python
"""
Result under test: an ion collides with stationary hard spheres of equal mass.
The mean number of collisions to fall from E0 below Ec is 1 + ln(E0/Ec).
E0: starting energy, Ec: cutoff energy, both in eV; lengths are in nm.
b: impact parameter; d: distance between centres at hard-sphere contact.
The ion itself is followed. Electronic loss, soft repulsion, isotope mass,
surface escape and thermal motion are sized separately for silicon in silicon.
"""
import numpy as np
from scipy import constants as const
from scipy.stats import poisson

rng = np.random.default_rng(7241)
E0, Ec = 1000.0, 15.0
Z, mass_number, density = 14, 28, 50.0
log_ratio = np.log(E0 / Ec)
formula = 1 + log_ratio

coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e9
bohr = const.physical_constants["Bohr radius"][0] * 1e9
mass_eV = mass_number * const.atomic_mass * const.c**2 / const.e
screen_length = 0.8854 * bohr / (2 * Z**0.23)


def zbl_potential(r):
    x = r / screen_length
    screening = (0.1818 * np.exp(-3.2 * x) + 0.5099 * np.exp(-0.9423 * x)
                 + 0.2802 * np.exp(-0.4029 * x)
                 + 0.02817 * np.exp(-0.2016 * x))
    return Z**2 * coulomb / r * screening


def bare_potential(r):
    return Z**2 * coulomb / r


def closest_approach(energy_cm, b, potential):
    """Turning point of the relative motion, by bisection."""
    low, high = b + 0 * energy_cm, b + 10.0 + 0 * energy_cm
    for _ in range(60):
        mid = (low + high) / 2
        outside = 1 - potential(mid) / energy_cm - (b / mid)**2 > 0
        high = np.where(outside, mid, high)
        low = np.where(outside, low, mid)
    return high


nodes, node_weights = np.polynomial.legendre.leggauss(40)


def scattering_angle(energy_cm, b, potential):
    """Classical centre-of-mass deflection from the radial integral."""
    r_min = closest_approach(energy_cm, b, potential)
    phi = np.pi / 4 * (nodes + 1)
    u = np.sin(phi)
    r = r_min[..., None] / u
    radial = (1 - potential(r) / energy_cm[..., None]
              - (b[..., None] / r)**2)
    integral = np.sum(np.pi / 4 * node_weights * np.cos(phi)
                      / np.sqrt(radial), axis=-1)
    return np.pi - 2 * b / r_min * integral


# The scattering integral must reproduce the analytic Coulomb deflection.
b_test = np.linspace(0.02, 0.15, 8)
e_test = np.full(8, E0 / 2)
angle_exact = 2 * np.arctan(Z**2 * coulomb / (2 * e_test * b_test))
assert np.allclose(scattering_angle(e_test, b_test, bare_potential),
                   angle_exact, atol=1e-6)


def collide(velocity, b_over_d, azimuth):
    """Vector hard-sphere collision with an equal, stationary atom."""
    direction = velocity / np.linalg.norm(velocity, axis=1)[:, None]
    helper = np.where(np.abs(direction[:, :1]) < 0.5,
                      np.array([[1., 0., 0.]]), np.array([[0., 1., 0.]]))
    side = np.cross(direction, helper)
    side /= np.linalg.norm(side, axis=1)[:, None]
    other = np.cross(direction, side)
    normal = (b_over_d[:, None] * (np.cos(azimuth)[:, None] * side
              + np.sin(azimuth)[:, None] * other)
              + np.sqrt(1 - b_over_d**2)[:, None] * direction)
    centre = velocity / 2
    relative = velocity / 2
    along = np.sum(relative * normal, axis=1)[:, None]
    return centre + relative - 2 * along * normal


# Area-weighted moments of the energy ratio must be those of a uniform law.
b_nodes = (nodes + 1) / 2
v_start = np.tile([0.3, -0.5, 0.8], (40, 1))
v_after = collide(v_start, b_nodes, np.linspace(0, 6, 40))
ratio = np.sum(v_after**2, axis=1) / np.sum(v_start**2, axis=1)
assert np.allclose(ratio, b_nodes**2, atol=1e-12)
moments = [np.sum(node_weights * b_nodes * ratio**k) for k in range(1, 5)]
assert np.allclose(moments, [1 / (k + 1) for k in range(1, 5)], atol=1e-12)

# Hard-sphere diameter: head-on turning point at each energy.
energy_table = np.geomspace(Ec, E0, 200)
diameter = closest_approach(energy_table / 2, np.full(200, 1e-7),
                            zbl_potential)
path_table = 1 / (density * np.pi * diameter**2)


def mean_path(energy):
    return np.interp(energy, energy_table, path_table)


# Three-dimensional histories; flights affect only the escape record.
histories = 200000
velocity = np.tile([0., 0., 1.], (histories, 1))
energy = np.full(histories, E0)
count = np.zeros(histories, int)
depth = np.zeros(histories)
escaped = np.zeros(histories, bool)
active = np.arange(histories)
while active.size:
    v = velocity[active]
    speed = np.linalg.norm(v, axis=1)
    flight = rng.exponential(size=active.size) * mean_path(energy[active])
    depth[active] += flight * v[:, 2] / speed
    escaped[active] |= depth[active] < 0
    v = collide(v, np.sqrt(rng.random(active.size)),
                2 * np.pi * rng.random(active.size))
    velocity[active] = v
    energy[active] = E0 * np.sum(v**2, axis=1)
    count[active] += 1
    active = active[energy[active] >= Ec]

overshoot = np.log(Ec / energy)
# Tolerances are at least about five standard errors of the samples.
assert abs(count.mean() - formula) < 0.025
assert abs(count.var() - log_ratio) < 0.08
assert abs(energy.mean() - Ec / 2) < 0.06
assert abs(overshoot.mean() - 1) < 0.013
for n in range(1, 16):
    assert abs(np.mean(count == n) - poisson.pmf(n - 1, log_ratio)) < 0.005
    assert np.mean(count > n) <= E0 / Ec / 2**n


def mean_count(energies, kept_fraction):
    """Solve the first-collision equation for equally likely outcomes."""
    size = len(energies)
    x = np.log(energies / Ec)
    step = x[1] - x[0]
    after = x[:, None] + np.log(kept_fraction)
    row, column = np.nonzero(after >= 0)
    position = after[row, column] / step
    left = np.minimum(position.astype(int), size - 2)
    part = position - left
    matrix = np.zeros((size, size))
    weight = 1 / after.shape[1]
    np.add.at(matrix, (row, left), weight * (1 - part))
    np.add.at(matrix, (row, left + 1), weight * part)
    return np.linalg.solve(np.eye(size) - matrix, np.ones(size))


grid = np.geomspace(Ec, E0, 121)
uniform = (np.arange(2000) + 0.5) / 2000
solved = mean_count(grid, uniform[None, :])
# The finite number of rings leaves an error near the cutoff jump.
assert np.max(np.abs(solved - 1 - np.log(grid / Ec))) < 0.01

faster = mean_count(grid, np.maximum(uniform, 1 - uniform)[None, :])[-1]
transfer_max = 4 * 28 * 30 / (28 + 30)**2
heavy = mean_count(grid, (1 - transfer_max * (1 - uniform))[None, :])[-1]


def zbl_count(b_max, energy_points=121, rings=300):
    energies = np.geomspace(Ec, E0, energy_points)
    b = b_max * np.sqrt((np.arange(rings) + 0.5) / rings)
    e_mesh, b_mesh = np.meshgrid(energies / 2, b, indexing="ij")
    angle = scattering_angle(e_mesh, b_mesh, zbl_potential)
    lost = np.sin(angle / 2)**2
    return mean_count(energies, 1 - lost)[-1], lost.mean(axis=1)


b_wide = density**(-1 / 3) / np.sqrt(np.pi)
b_narrow = 0.10
soft_wide, loss_wide = zbl_count(b_wide)
soft_narrow, loss_narrow = zbl_count(b_narrow)
soft_coarse, _ = zbl_count(b_wide, 81, 200)
assert abs(soft_coarse / soft_wide - 1) < 0.02
assert soft_wide > soft_narrow

# Electronic stopping is proportional to speed, hence to sqrt(energy).
stop_factor = (8 * np.pi * coulomb * bohr * Z**(7 / 6) * Z
               / (2 * Z**(2 / 3))**1.5 * density
               * np.sqrt(2 / mass_eV) / const.fine_structure)
energy_el = np.full(histories, E0)
count_el = np.zeros(histories, int)
active = np.arange(histories)
while active.size:
    e = energy_el[active]
    flight = rng.exponential(size=active.size) * mean_path(e)
    e = np.maximum(np.sqrt(e) - stop_factor * flight / 2, 0)**2
    reaches = e >= Ec
    count_el[active[reaches]] += 1
    e = np.where(reaches, e * rng.random(active.size), e)
    energy_el[active] = e
    active = active[e >= Ec]
assert count_el.mean() < count.mean()

kT = const.k * 300 / const.e
print(f"Starting energy E0: {E0:.0f} eV")
print(f"Cutoff energy Ec: {Ec:.0f} eV")
print(f"Atomic density: {density:.0f} per nm3")
print(f"Energy ratio E0/Ec: {E0 / Ec:.3f}")
print(f"ln(E0/Ec): {log_ratio:.4f}")
print(f"Mean collision number, formula: {formula:.4f}")
print(f"Mean collision number, Monte Carlo: {count.mean():.3f}")
print(f"Monte Carlo standard error: {count.std() / histories**0.5:.3f}")
print(f"Number of Monte Carlo histories: {histories}")
print(f"Mean collision number, integral equation: {solved[-1]:.3f}")
print(f"Variance of count, Monte Carlo: {count.var():.3f}")
print(f"Standard deviation, formula: {log_ratio**0.5:.3f}")
print(f"Mean final energy, Monte Carlo: {energy.mean():.3f} eV")
print(f"Mean log overshoot, Monte Carlo: {overshoot.mean():.3f}")
print(f"Halving estimate log2(E0/Ec): {np.log2(E0 / Ec):.3f}")
print(f"Added collisions per tenfold E0: {np.log(10):.3f}")
for n in (1, 3, 5, 7, 9):
    print(f"Probability N={n}, Poisson law: "
          f"{poisson.pmf(n - 1, log_ratio):.4f}; "
          f"Monte Carlo: {np.mean(count == n):.4f}")
print(f"Count if faster partner is followed: {faster:.2f}")
print(f"Count with all targets silicon-30: {heavy:.3f}")
print(f"Hard-sphere contact distance at E0: {diameter[-1]:.4f} nm")
print(f"Hard-sphere contact distance at Ec: {diameter[0]:.4f} nm")
print(f"Mean flight at E0: {path_table[-1]:.3f} nm")
print(f"Mean flight at Ec: {path_table[0]:.3f} nm")
print(f"Electronic stopping at E0: {stop_factor * E0**0.5:.2f} eV/nm")
print(f"Electronic stopping at Ec: {stop_factor * Ec**0.5:.2f} eV/nm")
print(f"Mean count with electronic loss: {count_el.mean():.2f}")
print(f"Wide impact cutoff: {b_wide:.4f} nm")
print(f"Soft-potential count, wide cutoff: {soft_wide:.1f}")
print(f"Mean fractional loss at E0, wide cutoff: {loss_wide[-1]:.3f}")
print(f"Mean fractional loss at Ec, wide cutoff: {loss_wide[0]:.3f}")
print(f"Narrow impact cutoff: {b_narrow:.4f} nm")
print(f"Soft-potential count, narrow cutoff: {soft_narrow:.1f}")
print(f"Mean fractional loss at E0, narrow cutoff: {loss_narrow[-1]:.3f}")
print(f"Mean fractional loss at Ec, narrow cutoff: {loss_narrow[0]:.3f}")
print(f"Surface escape fraction before cutoff: {escaped.mean():.3f}")
print(f"Thermal energy kT at 300 K: {kT:.4f} eV")
print(f"Ratio kT/Ec: {kT / Ec:.5f}")
print("finished without a failed check")
```

Output:

```
Starting energy E0: 1000 eV
Cutoff energy Ec: 15 eV
Atomic density: 50 per nm3
Energy ratio E0/Ec: 66.667
ln(E0/Ec): 4.1997
Mean collision number, formula: 5.1997
Mean collision number, Monte Carlo: 5.195
Monte Carlo standard error: 0.005
Number of Monte Carlo histories: 200000
Mean collision number, integral equation: 5.200
Variance of count, Monte Carlo: 4.176
Standard deviation, formula: 2.049
Mean final energy, Monte Carlo: 7.490 eV
Mean log overshoot, Monte Carlo: 1.002
Halving estimate log2(E0/Ec): 6.059
Added collisions per tenfold E0: 2.303
Probability N=1, Poisson law: 0.0150; Monte Carlo: 0.0145
Probability N=3, Poisson law: 0.1323; Monte Carlo: 0.1318
Probability N=5, Poisson law: 0.1944; Monte Carlo: 0.1945
Probability N=7, Poisson law: 0.1143; Monte Carlo: 0.1133
Probability N=9, Poisson law: 0.0360; Monte Carlo: 0.0354
Count if faster partner is followed: 14.39
Count with all targets silicon-30: 5.215
Hard-sphere contact distance at E0: 0.0489 nm
Hard-sphere contact distance at Ec: 0.1584 nm
Mean flight at E0: 2.661 nm
Mean flight at Ec: 0.254 nm
Electronic stopping at E0: 27.92 eV/nm
Electronic stopping at Ec: 3.42 eV/nm
Mean count with electronic loss: 4.83
Wide impact cutoff: 0.1531 nm
Soft-potential count, wide cutoff: 20.7
Mean fractional loss at E0, wide cutoff: 0.067
Mean fractional loss at Ec, wide cutoff: 0.504
Narrow impact cutoff: 0.1000 nm
Soft-potential count, narrow cutoff: 9.7
Mean fractional loss at E0, narrow cutoff: 0.154
Mean fractional loss at Ec, narrow cutoff: 0.734
Surface escape fraction before cutoff: 0.007
Thermal energy kT at 300 K: 0.0259 eV
Ratio kT/Ec: 0.00172
finished without a failed check
```
